# The retarded electron–phonon cumulant from the Fan–Migdal self-energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. The form of the answer

Write the retarded Green's function of a state with bare energy $\varepsilon$ as $G^R(t)=-i\theta(t)\,e^{-i\varepsilon t+C(t)}$, with $\hbar=1$. At lowest order in the coupling $C$ is linear in the self-energy. A real static part of the self-energy only adds a term linear in $t$ (Section 3) and is set aside in this section; the frequency-dependent part is linear in its spectral density $\beta$, so $C=\int d\nu\,\beta(\nu)K(\nu,t)$. A common shift of all electron energies and the chemical potential changes only the phase $e^{-i\varepsilon t}$, so $\nu$ must be measured from $\varepsilon$. Both $\beta$ and $d\nu$ are energies and $C$ is dimensionless, so $K=t^2k(\nu t)$. The product $G_0\Sigma G_0$ has a double pole at $\varepsilon$ and a simple pole at $\varepsilon+\nu$, which allow only the time dependences $1$, $t$ and $e^{-i\nu t}$:
$$K=\frac{a\,e^{-i\nu t}+b\,\nu t+c}{\nu^2}.$$
At finite $t$ nothing singular happens when the two poles merge, so the numerator must vanish as $\nu^2$. With $e^{-i\nu t}=1-i\nu t+\dots$ this gives $c=-a$ and $b=ia$. Only $a$ is left to the dynamics, and Section 3 finds $a=1$. The factor $t^2$ already contains the two sum rules for this part, $C(0)=0$ and $C'(0)=0$; a static term leaves the first unchanged and shifts the second, as Section 4 shows.

## 2. Model and self-energy

The conventions are $G^R(t)=-i\theta(t)\langle\{c(t),c^\dagger\}\rangle$, $G^R(\omega)=\int dt\,e^{i\omega t}G^R(t)$ and $A=-\mathrm{Im}\,G^R/\pi$, in thermal equilibrium at temperature $T$ ($k_B=1$). Electrons are independent apart from their coupling to harmonic phonons,
$$H_1=\sum_{s s' q}g^q_{ss'}\,c^\dagger_s c_{s'}X_q,\qquad X_q=b_q+b^\dagger_{-q},$$
where $s$ labels band and momentum and $q$ labels momentum and branch. A quadratic coupling $H_2$ has a coefficient of order $g^2$; for one mode it is $g_2X^2c^\dagger c$. Tadpole terms, from a static displacement $\langle X\rangle$, vanish or are absorbed in $\varepsilon$.

In imaginary time $\mathcal G(\tau)=-\langle\mathcal T c(\tau)c^\dagger\rangle$. The second-order term of $\mathcal T e^{-\int H_1}$ carries $+\tfrac12$, cancelled by the two equal orderings of the vertices. Bilinears commute under $\mathcal T$, so the operators can be ordered as $c(\tau)\,[c^\dagger c](\tau_1)\,[c^\dagger c](\tau_2)\,c^\dagger(0)$ without a sign, and each of the three neighbouring contractions is $-\mathcal G_0$. The correction is $-(-1)^3\,\mathcal G_0(\mathcal G_0'P)\mathcal G_0|g|^2$, so for one intermediate state of energy $\xi'$ (from the chemical potential) and one mode,
$$\Sigma(\tau)=|g|^2\mathcal G_0'(\tau)P(\tau),\quad \mathcal G_0'=-(1-f)e^{-\xi'\tau},\quad P=(n+1)e^{-\omega_q\tau}+ne^{\omega_q\tau},$$
for $0<\tau<1/T$, with $f$ and $n$ the unperturbed Fermi and Bose factors. Apply $\int_0^{1/T}d\tau\,e^{i\omega_m\tau}$ and use $e^{i\omega_m/T}=-1$. The first term gives $(1-f)(n+1)[1+e^{-(\xi'+\omega_q)/T}]/(i\omega_m-\xi'-\omega_q)$. Since $(1-f)e^{-\xi'/T}=f$ and $(n+1)e^{-\omega_q/T}=n$, the numerator is $(1-f)(n+1)+fn=n+1-f$. In the same way the second numerator is $(1-f)n+f(n+1)=n+f$. Continuing $i\omega_m$ to the upper half plane and summing over states and modes gives the Fan–Migdal self-energy
$$\Sigma^{FM}(z)=\sum|g|^2\left[\frac{n+1-f}{z-\varepsilon'-\omega_q}+\frac{n+f}{z-\varepsilon'+\omega_q}\right]=\int d\nu\,\frac{\beta(\nu)}{z-\varepsilon-\nu},\tag{1}$$
$$\beta(\nu)=\sum|g|^2\big[(n+1-f)\,\delta(\nu-\varepsilon'+\varepsilon-\omega_q)+(n+f)\,\delta(\nu-\varepsilon'+\varepsilon+\omega_q)\big].$$
Because $0\le f\le1$ and $n\ge0$, $\beta\ge0$, and $1/(x+i0)=\mathrm P/x-i\pi\delta(x)$ gives $\beta(\nu)=-\mathrm{Im}\,\Sigma^{FM}(\varepsilon+\nu+i0)/\pi$. It contains empty and occupied intermediate states alike.

The first-order term in $H_2$ is $-(-1)(-\mathcal G_0)^2g_2\langle X^2\rangle_0$, a real static Debye–Waller term $\Sigma^{DW}=g_2(2n+1)$ per mode. An off-diagonal self-energy element must appear twice to return to the state $s$, so at fixed $t$ it enters the diagonal $G$ at order $g^4$ and is dropped. This requires that no state $s'$ with $\Sigma_{ss'}\neq0$ lies within $|\Sigma_{ss'}|$ of $\varepsilon$. For degenerate states this term grows as $t^2$ and the levels split at order $g^2$, so $\Sigma$ must first be diagonalized in the degenerate subspace.

One integrability condition is assumed throughout:
$$\int d\nu\,\frac{\beta(\nu)}{1+|\nu|/\nu_c}<\infty\quad\text{for some }\nu_c>0.\tag{2}$$

## 3. Matching at order $g^2$

Expanding the exponential form gives $G^R=G_0+G_0(t)C(t)+O(g^4)$ with $G_0(t)=-i\theta(t)e^{-i\varepsilon t}$, and the Dyson equation gives $G_0+G_0\Sigma G_0$. With $x=\omega-\varepsilon$,
$$-i\,C(t)=\int\frac{dx}{2\pi}\,e^{-ixt}\,\frac{1}{(x+i0)^2}\left[\Sigma^{DW}+\int d\nu\frac{\beta(\nu)}{x-\nu+i0}\right].$$
For $t>0$ the contour closes clockwise in the lower half plane, giving $-2\pi i/2\pi=-i$ times the residues, so $C$ is the sum of residues. The static term has residue $\partial_xe^{-ixt}|_0=-it$. For the dynamic term the simple pole gives $e^{-i\nu t}/\nu^2$, and the double pole gives
$$\partial_x\frac{e^{-ixt}}{x-\nu}\Big|_{0}=\frac{-it}{-\nu}-\frac1{\nu^2}.$$
Hence $a=1$ and
$$C(t)=-i\Sigma^{DW}t+\int d\nu\,\beta(\nu)K(\nu,t),\qquad K=\frac{e^{-i\nu t}+i\nu t-1}{\nu^2}.\tag{3}$$
Integrating twice shows that $K=-\int_0^tdt_1\int_0^{t_1}dt_2\,e^{-i\nu(t_1-t_2)}$, so $|K|\le t^2/2$. The explicit form gives $|K|\le(2+|\nu t|)/\nu^2$. With (2) the integral in (3) converges for all $t$.

The matching fixes $C$ at order $g^2$ only. Keeping it in the exponent is the approximation: it sets all higher cumulants to zero. It is exact for an initially empty level coupled linearly to phonons ($g_2=0$) without changing state; a quadratic coupling generates higher cumulants even there. There $iG^Re^{i\varepsilon t}=\langle\mathcal Te^{-ig\int_0^tX}\rangle_0$. Wick's theorem for harmonic phonons writes the term of order $2m$ as $(2m)!/(2^mm!)$ equal pairings, and with the $1/(2m)!$ of the expansion these sum to $\exp[-g^2\int_0^t\!dt_1\!\int_0^{t_1}\!dt_2\langle X(t_1)X(t_2)\rangle_0]$, which is (3) with $f=0$.

The numerical check at the end confirms both statements by diagonalization. For two fermion levels with a linear and a quadratic coupling at $T=0.7\,\omega_0$, (3) reproduces the order-$g^2$ part of $\ln(iG^Re^{i\varepsilon t})$ to $1.3\times10^{-6}$ in units of $g^2/\omega_0^2$, against an error of $2.8$ when $f$ is dropped. For the empty level at $g=1.2\,\omega_0$, $e^C$ is exact to rounding.

## 4. Positivity, norm and moments

From the conventions, $G^R(\omega)=-i\int_0^\infty dt\,e^{ixt+C}$ and $A=\frac1\pi\mathrm{Re}\int_0^\infty dt\,e^{ixt+C}$. Formula (3) at negative argument obeys $C(-t)=C(t)^*$ because $\beta$ and $\Sigma^{DW}$ are real. The real part is therefore half the integral over the whole axis:
$$A(\varepsilon+x)=\frac1{2\pi}\int_{-\infty}^\infty dt\,e^{ixt+C(t)},\qquad e^{C(t)}=\int dx\,A\,e^{-ixt}.\tag{4}$$
Also $\mathrm{Re}\,K=-2\sin^2(\nu t/2)/\nu^2\le0$, so $|e^C|\le1$.

*Positivity.* Remove the interval $|\nu|<\eta$ from $\beta$ and define $\mu=\beta/\nu^2$, $a_\eta=\int\mu$, $b_\eta=\int\beta/\nu-\Sigma^{DW}$, all finite by (2). Then $e^{C_\eta}=e^{-a_\eta+ib_\eta t}\sum_m\frac1{m!}\big(\int\mu\,e^{-i\nu t}\big)^m$, and a product of transforms is the transform of a convolution:
$$A_\eta(\varepsilon+x)=e^{-a_\eta}\sum_{m\ge0}\frac{\mu^{*m}(x+b_\eta)}{m!},\qquad\mu^{*0}=\delta.\tag{5}$$
Every term is non-negative, and term $m$ collects the processes with $m$ phonons, emitted or absorbed. As $\eta\to0$, $|C-C_\eta|\le\frac{t^2}2\int_{|\nu|<\eta}\beta\to0$. For any $h\ge0$ with integrable transform $\hat h(t)=\int dx\,h\,e^{ixt}$, $\int hA_\eta=\frac1{2\pi}\int\hat h\,e^{C_\eta}$ has an integrand bounded by $|\hat h|$, so it converges to $\int hA$, which is therefore non-negative. A delta function of $\beta$ at $\nu=0$ contributes $K=-t^2/2$, a convolution with a Gaussian, which preserves the sign.

*Norm.* Take $h=e^{-s^2x^2/2}$. Then $\hat h/2\pi$ is a normalized Gaussian in $t$ of width $s$, and $C$ is continuous with $C(0)=0$ by the bounds on $K$ and dominated convergence. As $s\to0$, $\int A=e^{C(0)}=1$, which is the exact value $\langle\{c,c^\dagger\}\rangle$.

*First moment.* The moment exists absolutely. Split $\beta$ at $|\nu|=\nu_c$, so that $A$ is a convolution of two normalized positive parts. For the inner part $\int A\,2(1-\cos xt)/t^2\to-C''(0)=\int_{|\nu|<\nu_c}\beta$, so by Fatou's lemma its variance is finite. For the outer part, $\int|x|\mu^{*m}\le m\,a^{m-1}\int|\nu|\mu$ in (5), so the mean of $|x+b|$ is at most $\int_{|\nu|>\nu_c}\beta/|\nu|$. One may then differentiate (4): $\int xA=i\,C'(0)$. From (3),
$$C'(t)=-i\Sigma^{DW}-i\int d\nu\,\beta\,\frac{e^{-i\nu t}-1}{\nu}.$$
The fraction is bounded by $\min(|t|,2/|\nu|)$ and vanishes at $t=0$, so the integral tends to zero under (2), and
$$\int d\omega\,\omega A(\omega)=\varepsilon+\Sigma^{DW}.\tag{6}$$
The exact value follows from $i\partial_tc=[c,H]$, which gives $\int\omega A=\langle\{[c_s,H],c_s^\dagger\}\rangle$. Here $[c_s,H]=\varepsilon c_s+\sum g^q_{ss'}X_qc_{s'}+g_2X^2c_s$, and the anticommutator selects $s'=s$, leaving $\varepsilon+g_{ss}\langle X\rangle+g_2\langle X^2\rangle$. The middle term is the tadpole. With linear coupling (6) is thus exact, provided $\varepsilon$ contains the full tadpole. With a quadratic coupling (6) has $\langle X^2\rangle_0$ in place of the interacting average, an error of order $g^4$; in the two-level test, halving $g$ divides it by $16.07$.

*Higher moments.* Write $C=\sum_m\kappa_m(-it)^m/m!$. The series $K=\sum_{m\ge2}(-it)^m\nu^{m-2}/m!$ gives $\kappa_1=\Sigma^{DW}$ and $\kappa_m=\int\nu^{m-2}\beta$, where these are finite. Condition (2) does not require $\kappa_2$ to be finite: a tail $\beta\sim\nu^{-1/2}$ satisfies (2), conserves norm and first moment, and has no variance. Equating powers in $(e^C)'=C'e^C$ gives, for the central moments, $\mu_m=\sum_{j\ge2}\binom{m-1}{j-1}\kappa_j\mu_{m-j}$, so $\mu_2=\kappa_2$, $\mu_3=\kappa_3$, $\mu_4=\kappa_4+3\kappa_2^2$ and $\mu_5=\kappa_5+(4+6)\kappa_2\kappa_3$.

These can be compared with exact values for one electron in the Holstein model at $T=0$, with $|g_q|^2=g^2/N$. There $\mu_m=\langle k|(h+V)^m|k\rangle$ with $h=H_0-\varepsilon_k$ and $h|k\rangle=0$, so the outer factors are $V$. The term $Vh^{m-2}V$ equals $\kappa_m$. In $\mu_4$ the term $VVVV$ has three phonon pairings of value $g^4$, which is $3\kappa_2^2$, so the cumulant is exact through $\mu_4$. In $\mu_5$ one $h$ sits in one of three gaps. Let $\Delta=\bar\varepsilon-\varepsilon_k$ with $\bar\varepsilon$ the band mean; in a state with phonons the electron momentum is summed over the whole band. The sequential pairing (12)(34) gives $(\omega_0+\Delta)+0+(\omega_0+\Delta)$, since the middle state is $|k\rangle$. The nested and the crossed pairings each give $2(\omega_0+\Delta)+(2\omega_0+\Delta)$. The total is $g^4(10\omega_0+8\Delta)$, while $10\kappa_2\kappa_3=10g^4(\omega_0+\Delta)$, an excess of $2g^4\Delta$. The Dyson series with $\Sigma^{FM}$ holds only the sequential pairing and lacks $2g^4$ in $\mu_4$. On a four-site ring with hopping $J=\omega_0=1$, $k=0$, $\Delta=2$ and $g=0.8$, the check finds $\mu_4=8.2688$ exactly and from (5), against $7.4496$ for Dyson, and $\mu_5=41.0880$ from (5) against the exact $39.4496$. The differences $0.8192$ and $1.6384$ are $2g^4$ and $4g^4$.

The order-$g^2$ cumulant (3) has been derived from the Fan–Migdal and Debye–Waller self-energies, and under condition (2) it gives a non-negative, normalized spectrum with first moment (6). What remains is to extract the quasiparticle's energy, width and weight from the long-time behaviour, to compare them with the Dyson equation, and to treat the implementation and a worked example.

All numerical values are calculated from the stated model.
